# Why trace-orthogonal operators stabilise fitted parameters in the d³ shell: a numerical check

```python
# Result under test: in a least-squares fit of a Hamiltonian on the d^3 shell,
# parameters of trace-orthogonal operators do not change when another operator,
# orthogonal to the old ones, is added. The result is exact for a fit to the
# matrix and approximate for a fit to the energy levels.
# Symbols: B, C = Racah Coulomb parameters; alpha multiplies L(L+1); beta
# multiplies the SO(5) Casimir operator G; T multiplies t, the three-body operator
# from virtual d -> s excitation; o_X = orthogonalised partner of operator X;
# R = triangular matrix with (operator j) = sum_i R[i,j] o_i.
# Energies are in millihartree (mEh).
import numpy as np
from math import comb, factorial
from scipy import sparse
from scipy.special import lpmv
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j

nodes, node_weights = np.polynomial.legendre.leggauss(12)


def theta(l, m):
    k = abs(m)
    norm = np.sqrt((2*l + 1)/2*factorial(l - k)/factorial(l + k))
    return (-1.0)**(k if m < 0 else 0)*norm*lpmv(k, l, nodes)


def angular(l, m, k, q, l2, m2):
    """<l m| C^k_q |l2 m2> by quadrature; zero if the component is absent."""
    if m != q + m2 or abs(q) > k:
        return 0.0
    product = theta(l, m)*theta(k, q)*theta(l2, m2)
    return float(np.sqrt(2/(2*k + 1))*np.sum(node_weights*product))


for k in (2, 4):
    for m in range(-2, 3):
        for m2 in range(-2, 3):
            exact = (-1)**m*5*float(wigner_3j(2, k, 2, 0, 0, 0)
                                    * wigner_3j(2, k, 2, -m, m - m2, m2))
            assert abs(angular(2, m, k, m - m2, 2, m2) - exact) < 1e-12


def annihilators(count):
    lower = sparse.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
    result = []
    for p in range(count):
        signs = np.array([(-1.0)**bin(i).count("1") for i in range(2**p)])
        left = sparse.kron(sparse.diags(signs), lower)
        result.append(sparse.csr_matrix(
            sparse.kron(left, sparse.identity(2**(count - p - 1)))))
    return result


# Fock space of the d shell: index 5*spin + m + 2
M = range(-2, 3)
a = annihilators(10)
sector = [np.array([i for i in range(1024) if bin(i).count("1") == n])
          for n in range(11)]


def d(m, spin):
    return a[5*spin + m + 2]


def block(op, n):
    return sparse.csr_matrix(op)[sector[n]][:, sector[n]].toarray()


E = {(m, n): d(m, 0).T @ d(n, 0) + d(m, 1).T @ d(n, 1) for m in M for n in M}
number = sum(E[m, m] for m in M)
Lz = sum(m*E[m, m] for m in M)
Lplus = sum(np.sqrt(6 - m*(m + 1))*E[m + 1, m] for m in range(-2, 2))
L2 = Lplus.T @ Lplus + Lz @ Lz + Lz
Sz = sum(0.5*(d(m, 0).T @ d(m, 0) - d(m, 1).T @ d(m, 1)) for m in M)
Splus = sum(d(m, 0).T @ d(m, 1) for m in M)
S2 = Splus.T @ Splus + Sz @ Sz + Sz


def tensor(k, q):
    return sum(angular(2, n + q, k, q, 2, n)*E[n + q, n]
               for n in M if abs(n + q) <= 2)


def slater_operator(k):
    total = sum(tensor(k, q) @ tensor(k, q).T for q in range(-k, k + 1))
    return 0.5*(total - block(total, 1)[0, 0]*number)


f2, f4 = slater_operator(2), slater_operator(4)
racah_B = 49*f2
racah_C = 7*f2 + 12.6*f4 + 0.7*(number @ number - number)
casimir = 0
for m in M:
    for n in M:
        generator = E[m, n] - (-1)**(m + n)*E[-n, -m]
        casimir = casimir + 0.25*(generator @ generator.T)

# d^2 -> d s coupling and its second-order operator
hop = [-1*sum((-1)**q*angular(0, 0, 2, -q, 2, q)*(tensor(2, q) @ d(q, s))
              for q in M) for s in (0, 1)]
second_order = sum(h.T @ h for h in hop)
core_order = sum(h @ h.T for h in hop)


def lift(matrix, rank, start, stop):
    """Extend a purely rank-body operator from start to stop electrons."""
    for n in range(start, stop):
        bigger = np.zeros((len(sector[n + 1]),)*2)
        for op in a:
            part = op[sector[n]][:, sector[n + 1]]
            bigger += (part.T @ matrix) @ part.toarray()
        matrix = bigger/(n + 1 - rank)
    return matrix


def three_body_part(op):
    parts = []
    for n in range(4):
        parts.append(block(op, n) - sum(lift(p, k, k, n)
                                        for k, p in enumerate(parts)))
    return parts[3]


t_op = three_body_part(second_order)
assert np.linalg.norm(t_op) > 1e-3
assert np.allclose(three_body_part(core_order), -t_op, atol=1e-11)

# Origin of t: diagonalise d^3 + d^2 s with the full rank-2 Coulomb coupling
big = annihilators(12)
orbitals = [(2, m) for m in M] + [(0, 0)]


def big_index(orbital, spin):
    return 10 + spin if orbital == 5 else 5*spin + orbital


coulomb = 0
for q in M:
    one = 0
    for i, (l, m) in enumerate(orbitals):
        for j, (l2, m2) in enumerate(orbitals):
            c = angular(l, m, 2, q, l2, m2)
            if abs(c) > 1e-14:
                for s in (0, 1):
                    one = one + c*(big[big_index(i, s)].T @ big[big_index(j, s)])
    coulomb = coulomb + 0.5*(one @ one.T)
three = [i for i in range(4096) if bin(i).count("1") == 3]
no_s = [i for i in three if i & 3 == 0]
one_s = [i for i in three if i & 3 in (1, 2)]
coupling = sparse.csr_matrix(coulomb)[one_s][:, no_s].toarray()
gap = 100.0
mixed = np.block([[np.zeros((120, 120)), coupling.T],
                  [coupling, gap*np.eye(len(one_s))]])
lowest = np.linalg.eigvalsh(mixed)[:120]*gap
assert np.allclose(lowest, np.sort(-np.linalg.eigvalsh(block(second_order, 3))),
                   atol=1e-4)


def highest_weight(n):
    """Stretched states of every LS term; repeated terms ordered by G."""
    label = block(L2 + 100*S2 + 0.1*Lz + 0.01*Sz + 0.0005*casimir, n)
    vectors = np.linalg.eigh(label)[1]
    l2, s2, lz, sz = [np.sum(vectors*(block(o, n) @ vectors), axis=0)
                      for o in (L2, S2, Lz, Sz)]
    found = {}
    for i in range(vectors.shape[1]):
        L = (np.sqrt(1 + 4*abs(l2[i])) - 1)/2
        S = (np.sqrt(1 + 4*abs(s2[i])) - 1)/2
        if abs(lz[i] - L) < 1e-5 and abs(sz[i] - S) < 1e-5:
            found.setdefault((int(round(2*S)) + 1, int(round(L))),
                             []).append(vectors[:, i])
    return {key: np.array(found[key]).T for key in sorted(found)}


def term_name(key):
    return f"{key[0]}{'SPDFGHI'[key[1]]}"


def trace(x, y):
    return float(np.sum(x*y))


def orthogonalise(operators):
    result, R = [], np.eye(len(operators))
    for j, op in enumerate(operators):
        rest = op.copy()
        for i, o in enumerate(result):
            R[i, j] = trace(o, op)/trace(o, o)
            rest = rest - R[i, j]*o
        result.append(rest)
    return result, R


names = ["A", "B", "C", "alpha", "beta", "T"]
two_body = [racah_B, racah_C, L2, casimir]
conventional = [np.eye(120)] + [block(o, 3) for o in two_body] + [t_op]
for op in conventional:
    for symmetry in (Lz, Lplus, Sz, Splus):
        s = block(symmetry, 3)
        assert np.allclose(op @ s, s @ op, atol=1e-9)
orth, R = orthogonalise(conventional)
norms = np.array([trace(o, o) for o in orth])
assert norms.min() > 1e-4

# The d^2 table, checked against Racah's term formulas and Casimir eigenvalues
pair_terms = highest_weight(2)
pair_table = {key: [float((v.T @ block(o, 2) @ v)[0, 0]) for o in two_body]
              for key, v in pair_terms.items()}
racah_table = {(1, 0): (14, 7, 0, 0), (3, 1): (7, 0, 2, 3), (1, 2): (-3, 2, 6, 5),
               (3, 3): (-8, 0, 12, 3), (1, 4): (4, 2, 20, 5)}
assert set(pair_table) == set(racah_table)
for key in pair_table:
    assert np.allclose(pair_table[key], racah_table[key], atol=1e-8)

# One orthogonal set serves every d^N
pair_orth, _ = orthogonalise([np.eye(45)] + [block(o, 2) for o in two_body])
for i in range(1, 5):
    assert np.allclose(lift(pair_orth[i], 2, 2, 3), orth[i], atol=1e-8)
ranks = [2, 2, 2, 2, 3]
t_overlap = {3: R[1:5, 5].copy()}
for n in (4, 5):
    lifted = [lift(o, k, 3, n) for o, k in zip(orth[1:], ranks)]
    gram = np.array([[trace(x, y) for y in lifted] for x in lifted])
    size = np.sqrt(np.diag(gram))
    assert np.allclose(gram/np.outer(size, size), np.eye(5), atol=1e-9)
    for i, k in enumerate(ranks):
        ratio = comb(10 - 2*k, n - k)/comb(10 - 2*k, 3 - k)
        assert abs(gram[i, i]/norms[i + 1]/ratio - 1) < 1e-9
    raw_t = lift(t_op, 3, 3, n)
    t_overlap[n] = np.array([trace(o, raw_t)/trace(o, o) for o in lifted[:4]])
    assert np.allclose(t_overlap[n], (n - 2)*t_overlap[3], atol=1e-9)


def matrix_fit(target, operators):
    design = np.array([o.ravel() for o in operators]).T
    return np.linalg.lstsq(design, target.ravel(), rcond=None)[0]


# Any target: orthogonal parameters stay, conventional ones move as predicted
rng = np.random.default_rng(7)
random_target = rng.normal(size=(120, 120))
random_target = random_target + random_target.T
assert np.allclose(matrix_fit(random_target, orth[:5]),
                   matrix_fit(random_target, orth)[:5], atol=1e-9)
old = matrix_fit(random_target, conventional[:5])
new = matrix_fit(random_target, conventional)
G5 = np.array([[trace(x, y) for y in conventional[:5]] for x in conventional[:5]])
g5 = np.array([trace(x, t_op) for x in conventional[:5]])
assert np.allclose(new[:5] - old, -np.linalg.solve(G5, g5)*new[5], atol=1e-8)

# Worked example
R2_integral, s_gap = 0.1, 1.0                      # hartree
true = np.array([100.0, 4.0, 16.0, 0.3, -0.5, -1000*R2_integral**2/s_gap])
H = sum(p*o for p, o in zip(true, conventional))
true_orth = R @ true
matrix_conv, matrix_orth, matrix_rms = {}, {}, {}
for count in range(3, 7):
    matrix_conv[count] = matrix_fit(H, conventional[:count])
    matrix_orth[count] = matrix_fit(H, orth[:count])
    model = sum(p*o for p, o in zip(matrix_orth[count], orth))
    matrix_rms[count] = np.sqrt(trace(H - model, H - model)/120)
    assert np.allclose(matrix_orth[count], true_orth[:count], atol=1e-7)
    assert abs(matrix_conv[count][-1] - true_orth[count - 1]) < 1e-7
assert np.allclose(matrix_conv[6], true, atol=1e-7)
assert np.max(np.abs(matrix_conv[5] - matrix_conv[6][:5])) > 1e-3

terms = highest_weight(3)
keys = list(terms)
doublet_D = keys.index((2, 2))


def reduce(op):
    return [v.T @ op @ v for v in terms.values()]


orth_blocks = [reduce(o) for o in orth]
conv_blocks = [reduce(o) for o in conventional]
degeneracy = np.array([k[0]*(2*k[1] + 1) for k in keys
                       for _ in range(terms[k].shape[1])], dtype=float)
level_names = [term_name(k) for k in keys for _ in range(terms[k].shape[1])]
assert len(degeneracy) == 8 and degeneracy.sum() == 120


def levels(params):
    energies, slopes = [], []
    for t in range(len(keys)):
        mats = [b[t] for b in orth_blocks[:len(params)]]
        e, v = np.linalg.eigh(sum(p*m for p, m in zip(params, mats)))
        energies.extend(e)
        slopes.extend(np.array([np.diag(v.T @ m @ v) for m in mats]).T)
    return np.array(energies), np.array(slopes)


def level_fit(target, start, weights):
    params, root = np.array(start, dtype=float), np.sqrt(weights)
    for _ in range(300):
        energies, slopes = levels(params)
        step = np.linalg.lstsq(root[:, None]*slopes, root*(target - energies),
                               rcond=None)[0]
        params = params + step
        if np.max(np.abs(step)) < 1e-10:
            return params
    raise AssertionError("level fit did not converge")


energies = levels(true_orth)[0]
assert np.allclose(np.sort(np.repeat(energies, degeneracy.astype(int))),
                   np.linalg.eigvalsh(H), atol=1e-8)
upper_D = [i for i, name in enumerate(level_names) if name == "2D"][1]
without_upper = degeneracy.copy()
without_upper[upper_D] = 0.0


def D_elements(params):
    mats = [b[doublet_D] for b in orth_blocks]
    v = np.linalg.eigh(sum(p*m for p, m in zip(params, mats)))[1]
    rotated = [v.T @ m @ v for m in mats]
    return (np.array([r[0, 1] for r in rotated]),
            np.array([r[1, 1] for r in rotated]))


def drift_formula(params):
    """First-order shift of five parameters when T is left out of a level fit."""
    mix, _ = D_elements(params)
    f = 20*np.sum(mix[:5]**2/norms[:5])
    return -20*params[5]*mix[5]*(mix[:5]/norms[:5])/(1 - f), f


# First-order drift formulas against nonlinear fits, for a small T
small = true_orth.copy()
small[5] = -0.01
small_levels = levels(small)[0]
metric = np.sqrt(norms[:5])
mix, upper = D_elements(small)
normal = np.diag(norms) - 20*np.outer(mix, mix) - 10*np.outer(upper, upper)
missing_prediction = np.linalg.solve(normal[:5, :5], normal[:5, 5]*small[5])
for weights, prediction in ((degeneracy, drift_formula(small)[0]),
                            (without_upper, missing_prediction)):
    actual = level_fit(small_levels, small[:5], weights) - small[:5]
    error = np.linalg.norm(metric*(actual - prediction))
    assert error < 0.02*np.linalg.norm(metric*prediction) + 1e-8

level_orth = {n: level_fit(energies, true_orth[:n], degeneracy) for n in range(3, 7)}
level_conv = {n: np.linalg.solve(R[:n, :n], level_orth[n]) for n in range(3, 7)}
assert np.allclose(level_orth[6], true_orth, atol=1e-7)
equal_fit = level_fit(energies, true_orth[:5], np.ones(8))
missing_fit = level_fit(energies, true_orth[:5], without_upper)
predicted, fraction = drift_formula(true_orth)
assert 0 < fraction < 1


def row(label, values, digits=5):
    print(label + ": " + " ".join(f"{round(float(v), digits) + 0.0:.{digits}f}"
                                  for v in values))


row("input A B C alpha beta T (mEh)", true, 3)
print(f"input R2(dd,ds), s-d gap (hartree): {R2_integral} {s_gap}")
print("d2 term: coefficients of B, C, alpha, beta (dimensionless)")
for key, values in pair_table.items():
    row("  " + term_name(key), values, 1)
print("d3 term: coefficients of B C alpha beta T, then o_T (2D in G basis)")
for t, key in enumerate(keys):
    for i in range(terms[key].shape[1]):
        row(f"  {term_name(key)} G={conv_blocks[4][t][i, i]:.0f}",
            [b[t][i, i] for b in conv_blocks[1:] + [orth_blocks[5]]])
row("  2D off-diagonal", [b[doublet_D][0, 1]
                           for b in conv_blocks[1:] + [orth_blocks[5]]])
print("level energies (mEh): " + " ".join(
    f"{n}={e:.3f}" for n, e in zip(level_names, energies)))
row("Tr o_i^2 for A B C alpha beta T (dimensionless)", norms, 5)
print("R matrix rows, columns A B C alpha beta T (dimensionless)")
for name, values in zip(names, R):
    row("  " + name, values)
centred = [o - np.trace(o)/120*np.eye(120) for o in conventional[1:]]


def cosine(i, j):
    x, y = centred[i], centred[j]
    return trace(x, y)/np.sqrt(trace(x, x)*trace(y, y))


row("cosines B-alpha, C-beta, alpha-beta, beta-T (mean removed)",
    [cosine(0, 2), cosine(1, 3), cosine(2, 3), cosine(3, 4)], 4)
for n in (3, 4, 5):
    row(f"t projected on o_B o_C o_alpha o_beta in d{n}", t_overlap[n], 6)
for n in range(3, 7):
    row(f"matrix fit, {n} conventional (mEh)", matrix_conv[n])
for n in range(3, 7):
    row(f"matrix fit, {n} orthogonal (mEh)", matrix_orth[n])
row("matrix fit rms for 3,4,5,6 operators (mEh)", matrix_rms.values())
for n in range(3, 7):
    row(f"level fit, {n} conventional (mEh)", level_conv[n])
for n in range(3, 7):
    row(f"level fit, {n} orthogonal (mEh)", level_orth[n])
print(f"fraction f in the level-fit drift formula: {fraction:.4f}")
row("drift without T, formula (mEh)", predicted)
row("drift without T, all levels (mEh)", level_orth[5] - true_orth[:5])
row("drift without T, equal weights (mEh)", equal_fit - true_orth[:5])
row("drift without T, upper 2D missing (mEh)", missing_fit - true_orth[:5])
to_cm = physical_constants["hartree-inverse meter relationship"][0]/1e5
print(f"1 mEh = {to_cm:.4f} cm^-1")
row("adding T, matrix fit, conventional change (cm^-1)",
    (matrix_conv[6][:5] - matrix_conv[5])*to_cm, 3)
row("adding T, level fit, conventional change (cm^-1)",
    (level_conv[6][:5] - level_conv[5])*to_cm, 3)
row("adding T, level fit, orthogonal change (cm^-1)",
    (level_orth[6][:5] - level_orth[5])*to_cm, 3)
print("checks complete")
```

Running it gives:

```
input A B C alpha beta T (mEh): 100.000 4.000 16.000 0.300 -0.500 -10.000
input R2(dd,ds), s-d gap (hartree): 0.1 1.0
d2 term: coefficients of B, C, alpha, beta (dimensionless)
  1S: 14.0 7.0 0.0 0.0
  1D: -3.0 2.0 6.0 5.0
  1G: 4.0 2.0 20.0 5.0
  3P: 7.0 0.0 2.0 3.0
  3F: -8.0 0.0 12.0 3.0
d3 term: coefficients of B C alpha beta T, then o_T (2D in G basis)
  2P G=6: -6.00000 3.00000 2.00000 6.00000 0.08571 0.09592
  2D G=2: 7.00000 7.00000 6.00000 2.00000 -0.01429 0.00000
  2D G=6: 3.00000 3.00000 6.00000 6.00000 -0.05510 -0.05714
  2F G=6: 9.00000 3.00000 12.00000 6.00000 0.02449 0.01429
  2G G=6: -11.00000 3.00000 20.00000 6.00000 -0.04082 -0.02381
  2H G=6: -6.00000 3.00000 30.00000 6.00000 0.00000 0.01020
  4P G=3: 0.00000 0.00000 2.00000 3.00000 0.00000 -0.01429
  4F G=3: -15.00000 0.00000 12.00000 3.00000 0.00000 0.00612
  2D off-diagonal: -13.74773 0.00000 0.00000 0.00000 -0.02806 -0.00935
level energies (mEh): 2P=120.743 2D=131.901 2D=268.393 2F=184.355 2G=107.408 2H=130.000 4P=99.100 4F=42.100
Tr o_i^2 for A B C alpha beta T (dimensionless): 120.00000 12366.66667 356.60377 8640.00000 201.60000 0.10845
R matrix rows, columns A B C alpha beta T (dimensionless)
  A: 1.00000 -4.66667 2.33333 14.00000 4.66667 -0.00476
  B: 0.00000 1.00000 0.09434 -0.24906 0.01887 0.00085
  C: 0.00000 0.00000 1.00000 1.60000 0.20000 -0.00544
  alpha: 0.00000 0.00000 0.00000 1.00000 0.10000 0.00000
  beta: 0.00000 0.00000 0.00000 0.00000 1.00000 0.00000
  T: 0.00000 0.00000 0.00000 0.00000 0.00000 1.00000
cosines B-alpha, C-beta, alpha-beta, beta-T (mean removed): -0.2726 0.2467 0.5171 -0.0304
t projected on o_B o_C o_alpha o_beta in d3: 0.000847 -0.005442 0.000000 0.000000
t projected on o_B o_C o_alpha o_beta in d4: 0.001694 -0.010884 0.000000 0.000000
t projected on o_B o_C o_alpha o_beta in d5: 0.002541 -0.016327 0.000000 0.000000
matrix fit, 3 conventional (mEh): 100.27714 3.86639 16.43442
matrix fit, 4 conventional (mEh): 98.17714 3.96639 16.03442 0.25000
matrix fit, 5 conventional (mEh): 99.85714 3.98639 16.05442 0.30000 -0.50000
matrix fit, 6 conventional (mEh): 100.00000 4.00000 16.00000 0.30000 -0.50000 -10.00000
matrix fit, 3 orthogonal (mEh): 120.58095 5.41681 16.43442
matrix fit, 4 orthogonal (mEh): 120.58095 5.41681 16.43442 0.25000
matrix fit, 5 orthogonal (mEh): 120.58095 5.41681 16.43442 0.25000 -0.50000
matrix fit, 6 orthogonal (mEh): 120.58095 5.41681 16.43442 0.25000 -0.50000 -10.00000
matrix fit rms for 3,4,5,6 operators (mEh): 2.23839 0.71441 0.30063 0.00000
level fit, 3 conventional (mEh): 99.78710 3.83844 16.58852
level fit, 4 conventional (mEh): 98.44467 3.99103 15.90363 0.26090
level fit, 5 conventional (mEh): 99.93150 3.97688 16.11971 0.30077 -0.56042
level fit, 6 conventional (mEh): 100.00000 4.00000 16.00000 0.30000 -0.50000 -10.00000
level fit, 3 orthogonal (mEh): 120.58095 5.40339 16.58852
level fit, 4 orthogonal (mEh): 120.58095 5.42640 16.32108 0.26090
level fit, 5 orthogonal (mEh): 120.58095 5.41212 16.48886 0.24473 -0.56042
level fit, 6 orthogonal (mEh): 120.58095 5.41681 16.43442 0.25000 -0.50000 -10.00000
fraction f in the level-fit drift formula: 0.6071
drift without T, formula (mEh): 0.00000 -0.00471 0.05505 -0.00532 -0.06133
drift without T, all levels (mEh): 0.00000 -0.00469 0.05444 -0.00527 -0.06042
drift without T, equal weights (mEh): 0.00697 -0.00890 0.04723 0.00006 -0.14008
drift without T, upper 2D missing (mEh): 0.28570 0.03927 0.41631 -0.04524 -0.62243
1 mEh = 219.4746 cm^-1
adding T, matrix fit, conventional change (cm^-1): 31.354 2.986 -11.944 0.000 0.000
adding T, level fit, conventional change (cm^-1): 15.033 5.075 -26.273 -0.170 13.260
adding T, level fit, orthogonal change (cm^-1): 0.000 1.029 -11.948 1.156 13.260
checks complete
```
